# P(E) Theory of a Tunnel Junction in an Ohmic Circuit

## 1. One oscillator

Take a tunnel junction of capacitance $C$, biased by a source $V$ through an inductance $L$, at zero temperature. Let $\Phi=\int V_J\,dt$ be the time integral of the junction voltage, measured from its mean $Vt$, and $Q$ the junction charge measured from $CV$. Then

$$H=\frac{Q^2}{2C}+\frac{\Phi^2}{2L},\qquad [\Phi,Q]=i\hbar ,\qquad \omega_0=\frac1{\sqrt{LC}} .$$

These circuit equations read the same in Gaussian and in practical units, provided $L$ is defined by voltage $=L\,dI/dt$. Define the phase $\varphi=e\Phi/\hbar$, so $[\varphi,Q]=ie$. Since this commutator is a number,

$$e^{i\varphi}Qe^{-i\varphi}=Q+i[\varphi,Q]=Q-e .$$

Thus $e^{-i\varphi}$ removes one charge $e$ from the capacitor, which is what a tunnelling electron does. With $\Phi=\sqrt{\hbar/2C\omega_0}\,(a+a^\dagger)$,

$$\varphi=\sqrt\rho\,(a+a^\dagger),\qquad \rho=\frac{e^2}{2C\hbar\omega_0}=\frac{E_c}{\hbar\omega_0},\qquad E_c=\frac{e^2}{2C}.$$

Acting on the ground state, $e^{-i\varphi}|0\rangle=e^{-\rho/2}e^{-i\sqrt\rho a^\dagger}|0\rangle$. The chance of leaving $n$ quanta behind is therefore

$$P_n=e^{-\rho}\rho^n/n!,\qquad \sum_nP_n\,n\hbar\omega_0=\rho\hbar\omega_0=E_c .$$

The electron leaves the circuit undisturbed with probability $e^{-\rho}$. At low voltage no quantum can be paid for, and this elastic part alone survives. A resistor acts as a continuum of oscillators reaching down to zero frequency. The sum of their $\rho$'s will turn out to diverge logarithmically, and this turns a constant suppression into a power of $V$.

## 2. The rate for any linear circuit

Now let the circuit be any set of coupled oscillators in thermal equilibrium, with $\beta=1/kT$. The tunnelling Hamiltonian is

$$H_T=\sum_{kq}T_{kq}\,c_q^\dagger c_k\,e^{-i\varphi-ieVt/\hbar}+\text{h.c.}$$

The factor $e^{-ieVt/\hbar}$ supplies energy $eV$. I assume normal electrodes with flat densities of states, many weakly transmitting channels, lowest order in tunnelling ($R_T\gg R_K=h/e^2$), and a circuit that relaxes between events. All constants of the golden rule combine into the tunnelling resistance $R_T$:

$$\Gamma(V)=\frac1{e^2R_T}\int dE\,P(E)\int d\epsilon\,f(\epsilon)\,[1-f(\epsilon+eV-E)],$$

$$P(E)=\sum_{mn}p_m|\langle n|e^{-i\varphi}|m\rangle|^2\,\delta(E-E_n+E_m),\qquad p_m\propto e^{-\beta E_m}.$$

For the electron integral, put $x=eV-E$. The Fermi function obeys $f(\epsilon+x)[1-f(\epsilon)]=e^{-\beta x}f(\epsilon)[1-f(\epsilon+x)]$. Subtracting the two products gives

$$f(\epsilon)-f(\epsilon+x)=(1-e^{-\beta x})f(\epsilon)[1-f(\epsilon+x)].$$

The left side integrates to $x$, so the electron factor is $w(x)=x/(1-e^{-\beta x})$ and

$$\Gamma(V)=\frac1{e^2R_T}\int dE\,w(eV-E)P(E),\qquad I=e[\Gamma(V)-\Gamma(-V)].$$

**Limit: no circuit response.** If $P(E)=\delta(E)$, then $w(eV)-w(-eV)=eV$ and $I=V/R_T$, which is Ohm's law.

**Limit: zero temperature.** Here $w(x)=x$ for $x>0$ and zero otherwise, while the circuit can only absorb. Differentiating $I=(1/eR_T)\int_0^{eV}(eV-E)P(E)\,dE$ gives

$$\frac{dI}{dV}=\frac1{R_T}\int_0^{eV}P(E)\,dE. \tag{1}$$

For the single oscillator this is a staircase whose first step has height $e^{-\rho}/R_T$.

## 3. Detailed balance and sum rules

**Detailed balance.** The quadratic circuit Hamiltonian is unchanged when all charges and fluxes reverse sign, so $e^{i\varphi}$ and $e^{-i\varphi}$ have equal squared matrix elements. Hence $|\langle n|e^{-i\varphi}|m\rangle|^2$ is symmetric in $m,n$. Exchanging the labels in $P(-E)$ replaces $p_m$ by $p_n=e^{-\beta E}p_m$:

$$P(-E)=e^{-\beta E}P(E).$$

The electrons obey $w(-x)=e^{-\beta x}w(x)$. Replacing $E$ by $-E$ in $\Gamma(-V)$ therefore produces $e^{-\beta(eV-E)}e^{-\beta E}=e^{-\beta eV}$, and

$$\Gamma(-V)=e^{-\beta eV}\Gamma(V),\qquad I=e(1-e^{-\beta eV})\Gamma(V). \tag{2}$$

No current flows at $V=0$, although the circuit fluctuates.

**Norm.** Completeness of the states $n$ and unitarity of $e^{-i\varphi}$ give $\int P\,dE=1$.

**Mean energy.** Suppose that no capacitor other than $C$ is attached directly to the junction, so that every path into the external circuit begins with an inductance or a resistance. Then only $Q^2/2C$ in the circuit Hamiltonian fails to commute with $\varphi$. Therefore

$$\int E\,P\,dE=\langle e^{i\varphi}He^{-i\varphi}-H\rangle=\left\langle\frac{(Q-e)^2-Q^2}{2C}\right\rangle=\frac{e^2}{2C}, \tag{3}$$

because $\langle Q\rangle=0$. For such circuits, temperature and everything except $C$ drop out. They decide how the energy is distributed, but not its mean.

## 4. From oscillators to a resistor

Writing the delta function as a time integral,

$$P(E)=\frac1{2\pi\hbar}\int dt\,e^{iEt/\hbar}\langle e^{i\varphi(t)}e^{-i\varphi(0)}\rangle .$$

For operators $A,B$ with a numerical commutator, $e^Ae^B=e^{A+B+[A,B]/2}$. In a thermal state of oscillators, linear combinations of coordinates and momenta are Gaussian with zero mean, so $\langle e^{A+B}\rangle=e^{\langle(A+B)^2\rangle/2}$. With $A=i\varphi(t)$ and $B=-i\varphi(0)$, half the anticommutator and half the commutator add up to $\langle\varphi(t)\varphi(0)\rangle$. The average is $e^{J(t)}$ with

$$J(t)=\langle\varphi(t)\varphi(0)\rangle-\langle\varphi^2\rangle .$$

For normal modes, $\varphi=\sum_k\sqrt{\rho_k}(a_k+a_k^\dagger)$. Thermal occupation then gives

$$J(t)=\sum_k\rho_k\left[\coth\frac{\beta\hbar\omega_k}2(\cos\omega_kt-1)-i\sin\omega_kt\right].$$

One mode at $T=0$ has $e^J=e^{-\rho}\exp(\rho e^{-i\omega_0t})$, whose expansion returns the Poisson weights of section 1.

The $\rho_k$ follow from the circuit's response. A current $I(t)$ injected at the junction adds $-I\Phi$ to $H$. Linear response gives the flux after a unit current impulse:

$$\chi(t)=\frac i\hbar\langle[\Phi(t),\Phi(0)]\rangle=\frac{2\hbar}{e^2}\sum_k\rho_k\sin\omega_kt .$$

Its derivative is the voltage after the impulse. By definition that is the inverse transform of the impedance $Z_t$ seen by the junction, and for a real causal response $\dot\chi(t)=(2/\pi)\int_0^\infty d\omega\,\mathrm{Re}Z_t\cos\omega t$. Comparing the two,

$$\sum_k\rho_k\,\delta(\omega-\omega_k)=\frac{e^2\,\mathrm{Re}Z_t}{\pi\hbar\,\omega}=\frac{2}{\omega}\frac{\mathrm{Re}Z_t(\omega)}{R_K}.$$

For a resistor $R$ in place of the inductor, the impulse charge decays as $e^{-t/\tau}$ with $\tau=RC$. Thus $Z_t=R/(1-i\omega\tau)$ and $\mathrm{Re}Z_t=R/(1+\omega^2\tau^2)$. With $r=R/R_K=Re^2/h$,

$$J(t)=2r\int_0^\infty\frac{d\omega}{\omega}\frac{\coth(\beta\hbar\omega/2)(\cos\omega t-1)-i\sin\omega t}{1+\omega^2\tau^2}. \tag{4}$$

**Test on the sum rule.** Differentiating $e^J$ at $t=0$ gives the mean energy $i\hbar\dot J(0)=2r\hbar\int_0^\infty d\omega/(1+\omega^2\tau^2)=\pi r\hbar/\tau$. Inserting $r$ and $\tau$ yields $e^2/2C$, in agreement with (3).

## 5. The power law at zero temperature

At $T=0$, $i\hbar\dot J=2r\hbar\int_0^\infty d\omega\,e^{-i\omega t}/(1+\omega^2\tau^2)$. Insert $e^J=\int P(E)e^{-iEt/\hbar}dE$ into $i\hbar\,d(e^J)/dt=i\hbar\dot J\,e^J$ and compare the coefficients of $e^{-iEt/\hbar}$:

$$E\,P(E)=2r\int_0^E\frac{P(E')\,dE'}{1+[(E-E')\tau/\hbar]^2}. \tag{5}$$

For $E\ll\hbar/\tau$ the denominator is 1. Let $F(E)=\int_0^EP\,dE'$. Then $EF'=2rF$, so $F\propto E^{2r}$. An elastic delta peak at $E=0$ is excluded: by (5) it would force $P$ to grow at least as fast as $1/E$ beside it, which cannot be normalized. By (1),

$$\frac{dI}{dV}\propto V^{2r}=V^{2Re^2/h}.$$

At the other end, $E\gg\hbar/\tau$, most of the weight in (5) lies at $E'\ll E$. This gives $P\simeq2r(\hbar/\tau)^2/E^3$, so the mean energy exists while the second moment diverges logarithmically.

**Prefactor.** It comes from long times. With $s=t/\tau$ and $x=\omega\tau$, use $1/[x(1+x^2)]=1/x-x/(1+x^2)$ and an upper cutoff $X$. For large $Xs$,

$$\int_0^X\frac{1-\cos xs}{x}dx\to\ln(Xs)+\gamma,\qquad \int_0^X\frac{x\,dx}{1+x^2}\to\ln X,$$

where $\gamma$ is Euler's constant. The remaining integral of $x\cos xs/(1+x^2)$ vanishes for $s\gg1$. The cutoff cancels, and the real part of $J$ is $-2r(\ln s+\gamma)$. The imaginary part is $-2r\int_0^\infty dx\,\sin(xs)/[x(1+x^2)]=-\pi r(1-e^{-s})\to-\pi r$. Since $\ln i=i\pi/2$,

$$e^{J}\to e^{-2\gamma r}(it/\tau)^{-2r}.$$

A low-energy form $P=AE^{2r-1}$ produces $A\,\Gamma(2r)(it/\hbar)^{-2r}$ at long times, where $\Gamma$ with a number as argument is the gamma function. Hence $A=e^{-2\gamma r}(\tau/\hbar)^{2r}/\Gamma(2r)$, and integrating as in (1),

$$\boxed{\frac{dI}{dV}=\frac{1}{R_T}\frac{e^{-2\gamma r}}{\Gamma(1+2r)}\left(\frac{eV\tau}{\hbar}\right)^{2r}},\qquad T=0,\quad eV\ll\frac{\hbar}{RC}. \tag{6}$$

**Limit:** $r\to0$ gives $1/R_T$.

**First correction.** Let $a=2r$ and measure energy in $\hbar/\tau$. Put $P=AE^{a-1}(1-cE^2)$ into (5) and expand the denominator. With $\int_0^EE'^{a-1}(E-E')^2dE'=2E^{a+2}/[a(a+1)(a+2)]$, the terms of order $E^{a+2}$ give

$$c=\frac{ca}{a+2}+\frac{2}{(a+1)(a+2)}\quad\Rightarrow\quad c=\frac1{a+1}.$$

Integrating $P$ multiplies (6) by $1-av^2/[(a+1)(a+2)]$, with $v=eV\tau/\hbar$. The local exponent $d\ln(dI/dV)/d\ln V$ becomes $a-2av^2/[(a+1)(a+2)]$.

## 6. Warming the circuit

The zero-bias power law holds only at $T=0$. For $kT\ll\hbar/\tau$ and $t\gg\tau$, temperature adds to $J$ the term $-2r\int_0^\infty(d\omega/\omega)(\coth\frac{\beta\hbar\omega}2-1)(1-\cos\omega t)$. Expand $\coth(\beta\hbar\omega/2)-1=2\sum_{n\ge1}e^{-n\beta\hbar\omega}$. Each exponential contributes $\tfrac12\ln[1+t^2/(n\beta\hbar)^2]$ to the integral, and the product formula for sinh sums the series:

$$\sum_{n\ge1}\ln\left[1+\frac{t^2}{(n\beta\hbar)^2}\right]=\ln\frac{\sinh(\pi t/\beta\hbar)}{\pi t/\beta\hbar}.$$

Thus $t$ is replaced by $(\beta\hbar/\pi)\sinh(\pi t/\beta\hbar)$:

$$e^J\to e^{-2\gamma r}\left(\frac{\pi\tau}{\beta\hbar}\right)^{2r}\left[i\sinh\frac{\pi t}{\beta\hbar}\right]^{-2r}.$$

Let $p_a(E)$ be the transform $(1/2\pi\hbar)\int dt\,e^{iEt/\hbar}[\ldots]^{-a}$ of the same bracket, with $t$ just below the real axis. Shifting $t=u-i\beta\hbar/2$ turns $i\sinh$ into $\cosh$, and the standard integral of $e^{iqx}/\cosh^ax$ gives

$$p_a(E)=\frac{\beta}{2\pi^2}\,e^{\beta E/2}\,\frac{2^{a-1}}{\Gamma(a)}\left|\Gamma\left(\frac a2+\frac{i\beta E}{2\pi}\right)\right|^2 .$$

For $a=2$, $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$ gives $w(E)=(\pi/\beta)^2p_2(E)$. The electron factor thus has the same form as the circuit factor. A convolution in energy is a product in time, so $p_2$ and $p_{2r}$ combine into $p_{2r+2}$. With (2) and $1-e^{-\beta eV}=2e^{-\beta eV/2}\sinh(\beta eV/2)$,

$$I=\frac{2kT}{eR_T}e^{-2\gamma r}\left(\frac{2\pi\tau kT}{\hbar}\right)^{2r}\frac{\sinh(\beta eV/2)}{\Gamma(2+2r)}\left|\Gamma\left(1+r+\frac{i\beta eV}{2\pi}\right)\right|^2, \tag{7}$$

for $kT,eV\ll\hbar/\tau$.

**Low voltage.** For $eV\ll kT$, $\sinh(\beta eV/2)\to\beta eV/2$ and the conductance is finite:

$$G(0)=\frac{e^{-2\gamma r}}{R_T}\left(\frac{2\pi\tau kT}{\hbar}\right)^{2r}\frac{\Gamma(1+r)^2}{\Gamma(2+2r)}\propto T^{2r}.$$

**High voltage.** Let $y=\beta eV/2\pi\gg1$. Stirling's series gives

$$|\Gamma(1+r+iy)|^2\simeq2\pi y^{1+2r}e^{-\pi y}(1+\kappa/y^2),\qquad \kappa=\frac{r(1+r)(1+2r)}6 .$$

The leading term reproduces (6) after differentiation. The next one multiplies $dI/dV$ by $1+\kappa(2r-1)/[(2r+1)y^2]$. For $2r<1$, weak warming therefore lowers the conductance at fixed $V$ and raises the local exponent by $2\kappa(1-2r)/[(1+2r)y^2]$.

## 7. A circuit with numbers

Take $R=10$ kΩ, $C=0.5$ fF, $R_T=1000$ kΩ and $T=20$ mK. With $R_K=25.813$ kΩ, $r=10/25.813=0.3874$ and the exponent is $2r=0.775$. The time $RC=5$ ps gives $\hbar/RC=131.6$ µeV. The mean energy is $\pi r\hbar/\tau=3.1416\times0.3874\times131.6=160.2$ µeV, which is $e^2/2C$. The thermal energy is 1.72 µeV.

At 20 µV, $v=20/131.6=0.152$, and (6) gives $R_T\,dI/dV=0.1605$. The table compares (6) with results from the full $J$ of (4). The $T=0$ column comes from numerical Fourier inversion of $e^J$. The 20 mK column comes from a fast Fourier transform of the thermal $e^J$, convolved with $w$. Conductances are in units of $1/R_T$; $n$ is the local exponent between $V/1.05$ and $1.05V$.

| $V$ (µV) | law (6) | $T=0$ | 20 mK | $n$, $T=0$ | $n$, 20 mK |
|---|---|---|---|---|---|
| 5 | 0.055 | 0.055 | 0.060 | 0.774 | 0.464 |
| 10 | 0.094 | 0.094 | 0.092 | 0.773 | 0.755 |
| 20 | 0.161 | 0.160 | 0.159 | 0.768 | 0.781 |
| 40 | 0.275 | 0.271 | 0.270 | 0.747 | 0.750 |
| 80 | 0.470 | 0.446 | 0.445 | 0.677 | 0.678 |

At 5 µV, $eV$ is about three times $kT$, and the curve is already bending towards its zero-bias value of 0.044, which the formula for $G(0)$ reproduces. At 80 µV the finite $RC$ time lowers the exponent. Near 20 µV the two corrections compete. The finite-$RC$ term of section 5 lowers $n$ by 0.007, giving 0.768 as in the $T=0$ column. The thermal term, with $y=1.85$, raises it by 0.012. Their sum predicts 0.779, close to the computed 0.781. A local exponent near $2r$ thus partly reflects cancellation, and the clean window $kT\ll eV\ll\hbar/RC$ is narrow here.

**Beside a real device.** These values describe, roughly, a submicron metal–oxide–metal junction with an on-chip thin-film resistor in a dilution refrigerator. The capacitance is at the small end and $R_T$ is high for such junctions; electrons often stay warmer than 20 mK. By (7), a temperature of 50 mK would raise $dI/dV$ at 5 µV by more than half, but would hardly change its value at 20 µV. That is a crossing of the two curves, not insensitivity: at 50 mK the local exponent at 20 µV drops from 0.78 to below 0.70. A metal that superconducts must be driven normal, for instance by a magnetic field.

At 20 µV, the assumption that moves the numbers most, among those estimated below, is the ideal resistor. Give it a distributed capacitance $C_s=0.25$ fF to ground, an assumed rough value, so that its impedance is $R\tanh(q)/q$ with $q=\sqrt{-i\omega RC_s}$. At zero frequency this is still $R$, so the exponent stays. At long times $J$ shifts by $-2\int_0^\infty(d\omega/\omega)\,\Delta\mathrm{Re}Z_t/R_K$. Numerical integration gives a factor 1.12 on the low-energy conductance.

The other effects estimated here are smaller at 20 µV. The current is 1.89 pA, so the resistor drops $IR/V=0.09\%$ of the voltage. The mean number of events per time $RC$ is $IRC/e=6\times10^{-5}$, and over the longer time $\hbar/eV=33$ ps that sets the power law at this bias it is $4\times10^{-4}$. For heating, suppose that all the power $IV=38$ aW enters the resistor at its junction end and leaves through electronic heat conduction alone. The Wiedemann–Franz law then gives $T_h^2=T^2+2IVR/\mathcal L$, with $\mathcal L=\pi^2k^2/3e^2$, and an upper estimate $T_h=20.8$ mK. Putting the whole junction and circuit at that temperature in (7) changes $dI/dV$ by $-0.05\%$.

The lowest-order rate assumes $R_K/R_T\ll1$, and here this ratio is 0.026; higher orders in tunnelling are not calculated. At $R_T=100$ kΩ this parameter would be 0.26, and the lowest-order rate would no longer be safe without further calculation.
